\section*{Keating's elastic ratio and the measured stiffness of silicon}

\section{Problem}

A cubic crystal has three elastic constants, $C_{11}$, $C_{12}$ and $C_{44}$. Keating's model of the diamond lattice has only two force constants, so it must impose one relation among the three. Consider the dimensionless ratio
\begin{equation}
R=\frac{2C_{44}(C_{11}+C_{12})}{(C_{11}-C_{12})(C_{11}+3C_{12})}.
\label{R}
\end{equation}

In the model each atom has four bonds of rest length $r_0=\sqrt3\,a/4$, where $a$ is the cubic lattice constant. Let $\mathbf r_i$ be the bond vectors at an atom. The energy is a sum of
\begin{equation}
\frac{3\alpha}{8r_0^2}\left(r_i^2-r_0^2\right)^2
\quad\text{and}\quad
\frac{3\beta}{8r_0^2}\left(\mathbf r_i\cdot\mathbf r_j+\frac{r_0^2}{3}\right)^2 ,
\label{energy}
\end{equation}
the first for each bond and the second for each of the six angles at every atom, each counted once. Both $\alpha$ and $\beta$ are positive. The crystal is free of stress at rest, and the atoms are classical and at zero temperature.

(a) What value does $R$ take in this model?

(b) For silicon take $C_{11}=165.7$, $C_{12}=63.9$ and $C_{44}=79.6$ GPa, representative of lightly doped material at room temperature. Does $R$ agree with the model within one percent?

(c) What does the agreement, or its absence, say about the forces in silicon?

The elastic constants are inputs here, not results of an electronic-structure calculation. Shear strain means the engineering strain $\gamma$, so the shear energy density is $\tfrac12C_{44}\gamma^2$.

\section{First estimate by scaling}

A strain $e$ displaces neighbouring atoms relative to each other by about $ea$. A spring of constant $k$ then stores an energy of order $k(ea)^2$ in a volume of order $a^3$, so an elastic modulus is of order $k/a$. The ratio $R$ has two moduli above and two below, and the lattice constant cancels.

If bending is much softer than stretching, a change of shape can be taken up mainly by bending. Both shear stiffnesses, $C_{11}-C_{12}$ and $C_{44}$, should then scale as $\beta/a$. Scaling leaves their relative factor open. The simplest guess is that the crystal is equally stiff against the two kinds of shear.

To express this guess, take $e_{xx}=\gamma/2$ and $e_{yy}=-\gamma/2$. The energy density is
\begin{equation}
\tfrac12C_{11}\left(\frac{\gamma^2}{4}+\frac{\gamma^2}{4}\right)-C_{12}\frac{\gamma^2}{4}
=\tfrac14(C_{11}-C_{12})\gamma^2 .
\end{equation}
Seen from axes turned by $45^\circ$, this is a shear of size $\gamma$. Equal stiffness requires the energy to equal $\tfrac12C_{44}\gamma^2$, hence $C_{44}\approx(C_{11}-C_{12})/2$. For silicon this gives $101.8/2=50.9$ GPa, and
\begin{equation}
R_{\rm est}=\frac{C_{11}+C_{12}}{C_{11}+3C_{12}}
=\frac{229.6}{357.4}=0.642 .
\label{est}
\end{equation}
The estimate says that $R$ is of order one. It cannot decide a question at the level of one percent.

\section{Exact solution of the model}

\subsection{Energy to second order}

Let $s=a/4$. The rest bonds from an atom of the first sublattice are $\mathbf b_i=s\mathbf n_i$, with
\begin{align}
\mathbf n_1&=(1,1,1), & \mathbf n_2&=(1,-1,-1),\nonumber\\
\mathbf n_3&=(-1,1,-1), & \mathbf n_4&=(-1,-1,1).
\end{align}
Thus $r_0^2=3s^2$, and $\mathbf b_i\cdot\mathbf b_j=-s^2=-r_0^2/3$ for $i\ne j$. Every bracket in (\ref{energy}) vanishes at rest.

A homogeneous strain $\varepsilon$ fixes the deformation of the cell, but the two sublattices may also shift relative to each other by a vector $\mathbf u$. The bonds become $\mathbf r_i=\mathbf b_i+\varepsilon\mathbf b_i+\mathbf u$. To first order the scalar products change by
\begin{equation}
\delta_{ij}=2\,\mathbf b_i\cdot\varepsilon\mathbf b_j+\mathbf u\cdot(\mathbf b_i+\mathbf b_j).
\label{delta}
\end{equation}
First order suffices, because each energy term is the square of a quantity that starts at first order. A rotation changes no scalar product, so a symmetric $\varepsilon$ is general enough.

The primitive cell has two atoms, four bonds, twelve angles and volume $a^3/4=16s^3$. At an atom of the second sublattice all bond vectors are reversed, which leaves their products unchanged. The angle sum is therefore doubled. With $3/(8r_0^2)=1/(8s^2)$, the energy per cell is
\begin{equation}
E=\frac{1}{8s^2}\left[\alpha\sum_i\delta_{ii}^2+2\beta\sum_{i<j}\delta_{ij}^2\right].
\label{cell}
\end{equation}

\subsection{Normal strains}

Let $\varepsilon$ be diagonal with entries $e_1,e_2,e_3$ and trace $t$. The strain part of $\delta_{ii}$ is $2s^2t$ for every bond. For the angles, the pairs $(12)$ and $(34)$ give $2s^2(e_1-e_2-e_3)=2s^2(2e_1-t)$. The pairs $(13)$ and $(24)$ give the same expression with $e_2$, and $(14)$ and $(23)$ give it with $e_3$.

The shift does not couple to these strains. In the bond sum the cross term is proportional to $\sum_i\mathbf n_i=0$. In the angle sum the two pairs with equal strain parts have opposite values of $\mathbf n_i+\mathbf n_j$, for example $(2,0,0)$ and $(-2,0,0)$. The minimum is at $\mathbf u=0$.

The two sums are
\begin{align}
\sum_i\delta_{ii}^2&=4(2s^2t)^2=16s^4t^2,\\
\sum_{i<j}\delta_{ij}^2&=2\cdot4s^4\sum_k(2e_k-t)^2\nonumber\\
&=8s^4\Big(4\sum_ke_k^2-4t^2+3t^2\Big)
=8s^4\Big(4\sum_ke_k^2-t^2\Big).
\end{align}
Insert them in (\ref{cell}) and divide by $16s^3$. Since $8s=2a$, the energy density is
\begin{equation}
w=\frac{1}{2a}\Big[(\alpha-\beta)t^2+4\beta\sum_ke_k^2\Big].
\end{equation}
The elastic form of the same energy is
\begin{equation}
w=\tfrac12C_{12}t^2+\tfrac12(C_{11}-C_{12})\sum_ke_k^2,
\end{equation}
because $t^2$ contains both the squares and the cross terms. Comparison gives
\begin{equation}
C_{12}=\frac{\alpha-\beta}{a},\qquad
C_{11}-C_{12}=\frac{4\beta}{a},\qquad
C_{11}=\frac{\alpha+3\beta}{a}.
\label{c11}
\end{equation}

\subsection{Shear with internal relaxation}

Now let $\varepsilon_{xy}=\varepsilon_{yx}=\gamma/2$. Since $n_{ix}n_{iy}=n_{iz}$ for all four bonds, the strain part of $\delta_{ii}$ is $2s^2\gamma n_{iz}$. In the angle sum the strain part is $-2s^2\gamma$ for $(14)$, $+2s^2\gamma$ for $(23)$ and zero for the other four pairs.

Shifts along $x$ and $y$ do not couple to this strain. The bond cross terms contain $\sum_in_{iz}n_{ix}=0$ or $\sum_in_{iz}n_{iy}=0$, and $\mathbf n_i+\mathbf n_j$ points along $z$ for the two strained pairs. So $\mathbf u=(0,0,u)$ is enough, and
\begin{align}
\delta_{ii}&=2s\,n_{iz}(u+s\gamma),\\
\delta_{14}&=2s(u-s\gamma),\qquad \delta_{23}=-2s(u-s\gamma).
\end{align}
The bond squares add to $16s^2(u+s\gamma)^2$, the angle squares to $8s^2(u-s\gamma)^2$. Equation (\ref{cell}) becomes
\begin{equation}
E=2\left[\alpha(u+s\gamma)^2+\beta(u-s\gamma)^2\right].
\label{shear}
\end{equation}
The bonds would like $u=-s\gamma$ and the angles $u=+s\gamma$. Setting $\partial E/\partial u=0$ gives the compromise
\begin{equation}
u=-\zeta\,\frac{\gamma a}{4},\qquad \zeta=\frac{\alpha-\beta}{\alpha+\beta}.
\end{equation}
At this point $u+s\gamma=2s\gamma\beta/(\alpha+\beta)$ and $u-s\gamma=-2s\gamma\alpha/(\alpha+\beta)$, so
\begin{equation}
E_{\min}=\frac{8s^2\gamma^2(\alpha\beta^2+\beta\alpha^2)}{(\alpha+\beta)^2}
=\frac{8s^2\gamma^2\alpha\beta}{\alpha+\beta}.
\end{equation}
Division by $16s^3$ and comparison with $\tfrac12C_{44}\gamma^2$ yield
\begin{equation}
C_{44}=\frac{\alpha\beta}{s(\alpha+\beta)}=\frac{4\alpha\beta}{a(\alpha+\beta)}.
\label{c44}
\end{equation}
This is the stiffness of two springs in series. If the shift were forbidden, $u=0$ in (\ref{shear}) would give $E=2s^2\gamma^2(\alpha+\beta)$ and $C_{44}^{\rm clamped}=(\alpha+\beta)/a$, which is larger unless $\alpha=\beta$.

\subsection{The ratio}

From (\ref{c11}),
\begin{equation}
C_{11}+C_{12}=\frac{2(\alpha+\beta)}{a},\qquad
C_{11}+3C_{12}=\frac{4\alpha}{a}.
\end{equation}
With (\ref{c44}) the ratio (\ref{R}) is
\begin{equation}
R=\frac{2\cdot4\alpha\beta/(\alpha+\beta)\cdot2(\alpha+\beta)}{4\beta\cdot4\alpha}=1 .
\label{one}
\end{equation}
This answers part (a): $R=1$ for all positive $\alpha$ and $\beta$.

The converse also holds. If $C_{11}-C_{12}$ and $C_{11}+3C_{12}$ are positive, then
\begin{equation}
\alpha=\frac a4(C_{11}+3C_{12}),\qquad \beta=\frac a4(C_{11}-C_{12})
\label{inverse}
\end{equation}
are positive and reproduce $C_{11}$ and $C_{12}$. The third constant is reproduced as well if and only if $R=1$. Thus $R$ tests whether a Keating fit to all three constants exists.

\subsection{Silicon}

The numerator and denominator of (\ref{R}) are
\begin{align}
2\times79.6\times229.6&=36552\ \text{GPa}^2,\\
101.8\times357.4&=36383\ \text{GPa}^2,
\end{align}
so that
\begin{equation}
R=\frac{36552}{36383}=1.0046 .
\end{equation}
The departure from the model value is $0.46$ percent, and the answer to part (b) is yes. The inverse ratio, $0.9954$, also lies within one percent of unity.

With $a=0.5431$ nm, and since $1$ GPa nm $=1$ N/m, equation (\ref{inverse}) gives
\begin{align}
\alpha&=\tfrac14(0.5431)(357.4)=48.5\ \text{N/m},\\
\beta&=\tfrac14(0.5431)(101.8)=13.8\ \text{N/m}.
\end{align}
The model then predicts $C_{44}=79.2$ GPa, which is $0.4$ GPa below the given value. The internal shift matters: with the sublattices clamped, the same force constants would give $114.8$ GPa.

\section{Comparison of the estimate with the solution}

The estimate (\ref{est}) was $0.642$, about 36 percent below the model value. Equations (\ref{c11}) and (\ref{c44}) identify the missing factor:
\begin{equation}
\frac{C_{44}}{(C_{11}-C_{12})/2}=\frac{2\alpha}{\alpha+\beta}=1+\zeta .
\end{equation}
For silicon $\zeta=0.557$, and $50.9\times1.557=79.3$ GPa recovers the predicted $C_{44}$ to rounding. Likewise $1/1.557=0.642$. Scaling found the right dependence on $a$ and, for soft bending, on $\beta$; the guess of equal shear stiffness caused the error.

Two limits show when that guess works. For $\beta\ll\alpha$ the springs in series are governed by the soft one, and $C_{44}\to4\beta/a=C_{11}-C_{12}$. The guess is then low by a factor of two. For $\beta=\alpha$ the factor $1+\zeta$ is one and the model is elastically isotropic, but (\ref{c11}) then gives $C_{12}=0$. Silicon, with $\beta/\alpha=0.285$, lies between these cases.

\section{What the agreement establishes}

\subsection{Sensitivity to the inputs}

Taking the logarithm of (\ref{R}) and differentiating gives the relative change of $R$ per relative change of each constant:
\begin{align}
S_{11}&=C_{11}\left[\frac1{C_{11}+C_{12}}-\frac1{C_{11}-C_{12}}-\frac1{C_{11}+3C_{12}}\right],\\
S_{12}&=C_{12}\left[\frac1{C_{11}+C_{12}}+\frac1{C_{11}-C_{12}}-\frac3{C_{11}+3C_{12}}\right],
\end{align}
and $S_{44}=1$. For silicon $S_{11}=-1.370$ and $S_{12}=0.370$. The three add to zero, since $R$ is unchanged when all constants are multiplied by the same factor.

If each input is uncertain by half a unit in its last digit, $0.05$ GPa, $R$ ranges from $1.0033$ to $1.0060$. The one-percent statement survives this rounding, and so does the sign of the departure. Systematic errors of measurement are not included in that range.

\subsection{A force the model omits}

Add a spring $\kappa$, unstretched at rest, between second neighbours. These atoms belong to the same sublattice, so $\mathbf u$ drops out. A cell has twelve such pairs, of length $a/\sqrt2$: two along each of the six directions $\mathbf m$ of type $(1,\pm1,0)/\sqrt2$. The added energy density is
\begin{equation}
\Delta w=\frac4{a^3}\cdot\frac\kappa2\cdot\frac{a^2}{2}\cdot2\sum_{\mathbf m}(\mathbf m\cdot\varepsilon\mathbf m)^2
=\frac{2\kappa}{a}\sum_{\mathbf m}(\mathbf m\cdot\varepsilon\mathbf m)^2 .
\end{equation}
For a single normal strain $e_1$, four directions contribute $(e_1/2)^2$ each, so $\Delta w=2\kappa e_1^2/a$ and $\Delta C_{11}=4\kappa/a$. With $e_1$ and $e_2$ present, the two directions in the $xy$ plane contribute $2[(e_1+e_2)/2]^2$. Its cross term is $e_1e_2$, hence $\Delta C_{12}=2\kappa/a$. For a shear $\gamma$ the same two directions contribute $2(\gamma/2)^2$, so $\Delta w=\kappa\gamma^2/a$ and $\Delta C_{44}=2\kappa/a$.

Add a spring with $\kappa=0.01\alpha$ to the silicon Keating model, holding $\alpha$ and $\beta$ fixed. The individual constants rise by between two and three percent, but $R$ becomes only $1.0033$, because the changes largely cancel in the ratio. The ratio is therefore much less sensitive to this force than the individual constants are.

All three silicon constants can be fitted with $\kappa=0.68$, $\alpha=46.8$ and $\beta=13.5$ N/m. The added spring is $1.4$ percent of $\alpha$. This shows that such a force is sufficient to account for the departure; it does not show that it is the cause.

\subsection{Vibrations of short wavelength}

Elastic constants probe long waves. The same force constants also fix the vibrations within a cell. At the zone centre the sublattices move against each other with relative displacement $u$. Each atom moves by $u/2$, so the kinetic energy per cell is $\tfrac14m\dot u^2$, where $m$ is the atomic mass. With $\gamma=0$, (\ref{shear}) gives the potential energy $2(\alpha+\beta)u^2$. Hence $\omega^2=8(\alpha+\beta)/m$, or a frequency of $16.5$ THz.

At the zone-boundary point $X$, with wave vector $(2\pi/a)(1,0,0)$, the displacement changes sign over $a/2$ along $x$. Let an atom of the first sublattice move by $\mathbf v$. Its neighbours with $n_{ix}=\pm1$ move by $\pm\mathbf w$. For transverse motion the bond changes are
\begin{align}
\delta_{ii}&=2s\,\mathbf n_i\cdot(n_{ix}\mathbf w-\mathbf v)\nonumber\\
&=2s\left[n_{iy}(w_z-v_y)+n_{iz}(w_y-v_z)\right],
\end{align}
where $n_{ix}n_{iy}=n_{iz}$ and $n_{ix}n_{iz}=n_{iy}$ were used. All of them vanish for $\mathbf w=(0,p,q)$ and $\mathbf v=(0,q,p)$: this motion bends angles without stretching bonds.

The angle changes at the first atom follow from
\begin{equation}
\delta_{ij}=s\left[\mathbf n_j\cdot(n_{ix}\mathbf w-\mathbf v)+\mathbf n_i\cdot(n_{jx}\mathbf w-\mathbf v)\right].
\end{equation}
They are $-4sq,\,-4sp,\,4sp,\,4sq$ for the pairs $(13),(14),(23),(24)$, and zero for $(12)$ and $(34)$. At an atom of the second sublattice the bond change is $\mathbf w-n_{ix}\mathbf v$, which gives $4sp,\,4sq,\,-4sq,\,-4sp$ for the same four pairs. Each atom contributes $32s^2(p^2+q^2)$ to the sum of squares, so the potential energy per cell is $8\beta(p^2+q^2)$. The kinetic energy amplitude is $\tfrac12m\omega^2(v^2+w^2)=m\omega^2(p^2+q^2)$. Equating them gives
\begin{equation}
\omega_{TA}^2(X)=\frac{8\beta}{m}.
\end{equation}
Diagonalizing the full dynamical matrix at $X$ with the silicon force constants confirms that this motion is a normal mode: the two lowest eigenvalues of $m\omega^2$ equal $8\beta$, and a motion whose ratio of potential to kinetic energy gives the lowest eigenvalue must itself be a mode.

The resulting frequency is $7.75$ THz, whereas the measured one is roughly $4.5$ THz. The model misses this mode by a wide margin although it passes the elastic test. This answers part (c): the near-unit ratio shows that Keating's two short-range force constants describe the long-wave elasticity of silicon well. The value $R=1$ belongs to the particular form (\ref{energy}): a two-constant model with harmonic terms in the bond length and the true bond angle, fitted to the same $C_{11}$ and $C_{12}$, gives $C_{44}\approx69.6$ GPa and $R\approx0.88$. The elastic agreement is thus a real test, but a limited one. It does not show that the forces in silicon are of Keating's form.

\subsection{Silicon in devices}

The input constants are typical of lightly doped silicon at room temperature, and silicon in chips can depart from that state. Two examples are heating and heavy doping. Heating softens the lattice. With rough temperature coefficients of $-70$, $-90$ and $-60$ ppm/K for $C_{11}$, $C_{12}$ and $C_{44}$, a rise of 100 K moves $R$ from $1.0046$ to $1.0049$. A softening common to all three constants drops out of $R$, and for these coefficients the effects of the remaining differences nearly cancel. The exact shift is not secure: changing the coefficient of $C_{11}$ by 10 ppm/K would alone change $R$ by about $0.0014$, which is still well below one percent. Heavy n-type doping is more serious, because it lowers $C_{11}-C_{12}$ selectively. For a rough softening of two percent, with $C_{44}$ and the bulk modulus $(C_{11}+2C_{12})/3$ held fixed, $R$ rises to $1.020$. Under the same conditions a softening of $0.70$ percent already brings $R$ to $1.01$. The one-percent agreement thus belongs to lightly doped silicon and should not be carried over to heavily doped n-type layers. The values behind these figures are in the numerical output.

\section*{Computed values}
\begin{verbatim}
C11, C12, C44 given: 165.7, 63.9, 79.6 GPa
lattice constant a: 0.5431 nm
atomic mass: 28.0855 u
C11+C12: 229.6 GPa
C11-C12: 101.8 GPa
C11+3 C12: 357.4 GPa
numerator 2 C44 (C11+C12): 36552.32 GPa^2
denominator: 36383.32 GPa^2
ratio R: 1.00464 (dimensionless)
departure R-1: 0.464 percent
inverse ratio 1/R: 0.99538 (dimensionless)
alpha: 48.53 N/m
beta: 13.82 N/m
beta/alpha: 0.285 (dimensionless)
internal-strain parameter zeta: 0.557 (dimensionless)
C44 predicted by Keating: 79.23 GPa
C44 given minus predicted: 0.37 GPa
C44 with sublattices clamped: 114.8 GPa
largest |R-1| from numerical energy, 4 models: 4.4e-07
sound-speed moduli along [100]: 79.23, 165.70 GPa
log sensitivities to C11, C12, C44: -1.370, 0.370, 1.000
R over input rounding: 1.0033 to 1.0060
second-neighbour kappa fitting all three: 0.676 N/m
alpha, beta in that fit: 46.84, 13.48 N/m
kappa/alpha in that fit: 1.44 percent
R of Keating model plus kappa = 1% of alpha: 1.00330
zone-centre optical frequency in model: 16.46 THz
transverse acoustic frequency at X in model: 7.75 THz
rough temperature coefficients C11, C12, C44: -70, -90, -60 ppm/K
R after a rise of 100 K: 1.00491
rough doping softening of C11-C12: 2 percent
R with that softening: 1.0202
softening at which R reaches 1.01: 0.70 percent
\end{verbatim}
